# Fringe Contrast of Two Counterpropagating Surface Plasmons in a Resist, part 1

(Sections cited here and not found follow in the second part.)

## First half: the fields and their fringes

A flat metal surface carries two surface plasmons that run towards each other. They form a standing pattern in the dielectric above the metal, and if that dielectric is a photoresist, the pattern is recorded as exposed and unexposed lines. The problem asks how strong the contrast of these lines can be, and what happens to it when the lines are made narrower.

**Setting.** The metal fills $z<0$ and has relative permittivity $\epsilon_m$. The dielectric fills $z>0$ and has relative permittivity $\epsilon_d>0$. Both are non-magnetic, and both respond locally, so that the displacement at a point depends on the electric field at that point. In this first half both are lossless: $\epsilon_m$ and $\epsilon_d$ are real. All fields have one angular frequency $\omega$ and are written as complex amplitudes times $e^{-i\omega t}$, the physical field being the real part. The vacuum wavenumber is $k_0=\omega/c=2\pi/\lambda_0$, where $\lambda_0$ is the vacuum wavelength.

The resist is assumed to respond to the time average of the squared electric field, with all field directions counted equally. For complex amplitudes this average is $\tfrac12(|E_x|^2+|E_y|^2+|E_z|^2)$. The factor $\tfrac12$ is common to all points and cancels in every contrast, so the intensity is defined here as $I=|E_x|^2+|E_y|^2+|E_z|^2$. The visibility of a fringe pattern is

$$V=\frac{I_{\max}-I_{\min}}{I_{\max}+I_{\min}},$$

with the maximum and minimum taken along $x$ at a fixed height.

### (a) What condition must a wave bound to the surface satisfy?

*Take a wave with magnetic field along $y$, travelling along $+x$ or $-x$ and decaying away from the surface on both sides. Find its electric field and the condition set by the boundary. What sign must $\epsilon_m$ have?*

**Solution.** Let $s=+1$ for travel along $+x$ and $s=-1$ for travel along $-x$. With wavenumber $q>0$ and decay constants $\kappa_d>0$ and $\kappa_m>0$, the magnetic field is

$$H_y=A\,e^{isqx-\kappa_d z}\quad(z>0),\qquad H_y=A\,e^{isqx+\kappa_m z}\quad(z<0).$$

The same $A$ and the same $q$ appear on both sides because the tangential magnetic field must be continuous at $z=0$ for every $x$.

In a medium of permittivity $\epsilon$, Maxwell's equation $\nabla\times\mathbf H=-i\omega\epsilon_0\epsilon\,\mathbf E$ gives the electric field. The curl of a field that points along $y$ and does not depend on $y$ is $(-\partial_zH_y,\,0,\,\partial_xH_y)$. Dividing by $-i\omega\epsilon_0\epsilon$ and using $1/i=-i$,

$$E_x=-\frac{i}{\omega\epsilon_0\epsilon}\,\partial_zH_y,\qquad E_z=\frac{i}{\omega\epsilon_0\epsilon}\,\partial_xH_y .$$

The other curl equation, $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$, has the $y$ component $\partial_zE_x-\partial_xE_z=i\omega\mu_0H_y$. Inserting the two fields gives

$$-\frac{i}{\omega\epsilon_0\epsilon}\left(\partial_z^2+\partial_x^2\right)H_y=i\omega\mu_0H_y .$$

Multiplying by $i\omega\epsilon_0\epsilon$ and using $\epsilon_0\mu_0=1/c^2$ turns this into $(\partial_x^2+\partial_z^2)H_y=-k_0^2\epsilon H_y$. For the assumed exponentials, $\partial_x^2$ gives $-q^2$ and $\partial_z^2$ gives $\kappa^2$, so

$$\kappa_d^2=q^2-k_0^2\epsilon_d,\qquad \kappa_m^2=q^2-k_0^2\epsilon_m .$$

The remaining boundary condition is continuity of the tangential electric field $E_x$. The $z$ derivative brings down $-\kappa_d$ above the surface and $+\kappa_m$ below it:

$$E_x(0^+)=\frac{i\kappa_d}{\omega\epsilon_0\epsilon_d}H_y,\qquad E_x(0^-)=-\frac{i\kappa_m}{\omega\epsilon_0\epsilon_m}H_y .$$

Equating them gives

$$\frac{\kappa_d}{\epsilon_d}+\frac{\kappa_m}{\epsilon_m}=0 .$$

The first term is positive, so the second must be negative. Since $\kappa_m>0$, this requires $\epsilon_m<0$. The direction $s$ has dropped out, so the two directions share the same $q$, $\kappa_d$ and $\kappa_m$.

### (b) What are the wavenumber and the decay constants?

*Solve the boundary condition for $q$, $\kappa_d$ and $\kappa_m$. Is a negative $\epsilon_m$ sufficient for a travelling wave?*

**Solution.** Move the second term to the right and square:

$$\frac{\kappa_d^2}{\epsilon_d^2}=\frac{\kappa_m^2}{\epsilon_m^2}.$$

Multiply by $\epsilon_d^2\epsilon_m^2$ and insert the two expressions from (a):

$$\epsilon_m^2\left(q^2-k_0^2\epsilon_d\right)=\epsilon_d^2\left(q^2-k_0^2\epsilon_m\right).$$

Collect the terms in $q^2$ on the left:

$$q^2\left(\epsilon_m^2-\epsilon_d^2\right)=k_0^2\,\epsilon_m\epsilon_d\left(\epsilon_m-\epsilon_d\right).$$

The factor $\epsilon_m-\epsilon_d$ is negative, hence not zero, and can be divided out. What remains is $q^2(\epsilon_m+\epsilon_d)=k_0^2\epsilon_m\epsilon_d$. If $\epsilon_m+\epsilon_d$ were zero, the left side would vanish while the right side would not, and there would be no solution. Otherwise

$$q^2=k_0^2\,\frac{\epsilon_m\epsilon_d}{\epsilon_m+\epsilon_d}.$$

The decay constant in the dielectric follows by subtraction:

$$\kappa_d^2=k_0^2\epsilon_d\left(\frac{\epsilon_m}{\epsilon_m+\epsilon_d}-1\right)=-\frac{k_0^2\epsilon_d^2}{\epsilon_m+\epsilon_d}.$$

In the same way,

$$\kappa_m^2=k_0^2\epsilon_m\left(\frac{\epsilon_d}{\epsilon_m+\epsilon_d}-1\right)=-\frac{k_0^2\epsilon_m^2}{\epsilon_m+\epsilon_d}.$$

Both squares are positive when $\epsilon_m+\epsilon_d<0$. Then $q^2$ is positive too, being a negative product divided by a negative sum. A negative $\epsilon_m$ is therefore not sufficient. The condition is

$$\epsilon_m<-\epsilon_d .$$

For $-\epsilon_d<\epsilon_m<0$ the formula gives $q^2<0$, which is not a travelling wave.

Squaring can introduce false solutions, so the result must be put back into the unsquared condition. The positive roots are $\kappa_d=k_0\epsilon_d/\sqrt{-(\epsilon_m+\epsilon_d)}$ and $\kappa_m=-k_0\epsilon_m/\sqrt{-(\epsilon_m+\epsilon_d)}$. Hence $\kappa_d/\epsilon_d=k_0/\sqrt{-(\epsilon_m+\epsilon_d)}$, while $\kappa_m/\epsilon_m$ is the negative of the same quantity. Their sum is zero, and the solution is genuine.

### (c) How is the electric field of each wave polarized?

*Find the ratio $E_x/E_z$ in the dielectric for each direction of travel. Express its magnitude through the permittivities, and describe the motion of the field vector at a fixed point.*

**Solution.** In the dielectric, $\partial_zH_y=-\kappa_dH_y$ and $\partial_xH_y=isqH_y$. The fields from (a) become

$$E_x=\frac{i\kappa_d}{\omega\epsilon_0\epsilon_d}H_y,\qquad E_z=-\frac{sq}{\omega\epsilon_0\epsilon_d}H_y .$$

Their ratio is $i\kappa_d/(-sq)$. Since $1/s=s$,

$$\frac{E_x}{E_z}=-is\,\rho,\qquad \rho=\frac{\kappa_d}{q}.$$

The sign of the ratio depends on the direction of travel. Its magnitude does not. Dividing the two results of (b), the factors $k_0^2$ and $\epsilon_m+\epsilon_d$ cancel:

$$\rho^2=\frac{\kappa_d^2}{q^2}=\frac{-\epsilon_d^2}{\epsilon_m\epsilon_d}=-\frac{\epsilon_d}{\epsilon_m}=\frac{\epsilon_d}{|\epsilon_m|}.$$

Because $|\epsilon_m|>\epsilon_d$, this number lies between 0 and 1, and the field normal to the surface is the larger component.

At a point where the phase of $E_z$ is zero and its amplitude is one, the physical normal field is $\cos\omega t$. The physical tangential field is the real part of $-is\rho\,e^{-i\omega t}$. Writing out $e^{-i\omega t}=\cos\omega t-i\sin\omega t$ gives $-s\rho\sin\omega t$. The tip of the field vector therefore moves on an ellipse with axis ratio $\rho$. The two plasmons trace it in opposite senses.

### (d) What fringes do the two waves form together?

*Let the waves be mutually coherent and have equal amplitudes. Find the fringes of $|E_z|^2$, of $|E_x|^2$ and of the total intensity in the dielectric. What is the visibility, and what is the ratio of the largest to the smallest dose?*

**Solution.** Choose the origin of $x$ where the normal fields of the two waves are in phase. A different relative phase would shift the pattern along $x$ and leave its contrast unchanged. If each wave has normal field amplitude $F$ at the surface,

$$E_z=Fe^{-\kappa_dz}\left(e^{iqx}+e^{-iqx}\right)=2Fe^{-\kappa_dz}\cos qx .$$

For the tangential field, each wave is multiplied by its own ratio from (c), which is $-i\rho$ for the first and $+i\rho$ for the second:

$$E_x=-i\rho Fe^{-\kappa_dz}\left(e^{iqx}-e^{-iqx}\right)=2\rho Fe^{-\kappa_dz}\sin qx .$$

The last step uses $e^{iqx}-e^{-iqx}=2i\sin qx$ and $-i\cdot 2i=2$. The opposite signs in (c) have turned the sum of exponentials into a difference, and so the cosine into a sine.

Taken alone, $|E_z|^2\propto\cos^2qx$ falls to zero between its maxima and has visibility 1. The same holds for $|E_x|^2\propto\sin^2qx$. The maxima of one, however, stand at the zeros of the other. The resist adds them:

$$I=4|F|^2e^{-2\kappa_dz}\left(\cos^2qx+\rho^2\sin^2qx\right).$$

With $\cos^2qx=\tfrac12(1+\cos2qx)$ and $\sin^2qx=\tfrac12(1-\cos2qx)$ this becomes

$$I=2|F|^2e^{-2\kappa_dz}\left[(1+\rho^2)+(1-\rho^2)\cos2qx\right].$$

Since $\rho<1$, the maxima lie at $\cos2qx=1$, where the field is normal to the surface, and the minima at $\cos2qx=-1$, where it is tangential. The bracket equals $2$ at a maximum and $2\rho^2$ at a minimum. The dose ratio and the visibility are therefore

$$\frac{I_{\max}}{I_{\min}}=\frac{1}{\rho^2}=\frac{|\epsilon_m|}{\epsilon_d},\qquad V=\frac{1-\rho^2}{1+\rho^2}.$$

Inserting $\rho^2=-\epsilon_d/\epsilon_m$ and multiplying numerator and denominator by $\epsilon_m$ gives

$$V=\frac{1+\epsilon_d/\epsilon_m}{1-\epsilon_d/\epsilon_m}=\frac{\epsilon_m+\epsilon_d}{\epsilon_m-\epsilon_d}.$$

Both numerator and denominator are negative, so $V$ is positive. In terms of magnitudes it is $(|\epsilon_m|-\epsilon_d)/(|\epsilon_m|+\epsilon_d)$. The height has cancelled: the pattern becomes weaker away from the metal, but its visibility stays the same.

Two limits show what the formula means. For $|\epsilon_m|\gg\epsilon_d$ the ellipse of (c) becomes a line normal to the surface. The two waves then have parallel fields and interfere fully, so $V\to1$. For $\epsilon_m\to-\epsilon_d$ the ellipse becomes a circle, and the waves are circularly polarized in opposite senses. Their sum has $E_z\propto\cos qx$ and $E_x\propto\sin qx$ with equal factors. The field vector then turns from point to point along the surface but keeps its length. A resist that does not distinguish field directions receives a uniform dose.

The assumption about the resist matters here. If its absorbing molecules were oriented so that $|E_x|^2$ counted with a weight $w$ relative to $|E_z|^2$, then $\rho^2$ would be replaced by $w\rho^2$ in the bracket above. The signed visibility would be $(1-w\rho^2)/(1+w\rho^2)$. The loss of contrast at $\rho\to1$ belongs to $w=1$, the case of equal response.

### (e) What does the pattern look like inside the metal?

*Repeat the calculation just below the surface, and explain the difference from the dielectric.*

**Solution.** In the metal, $\partial_zH_y=+\kappa_mH_y$, so $E_x=-i\kappa_mH_y/(\omega\epsilon_0\epsilon_m)$ and $E_z=-sqH_y/(\omega\epsilon_0\epsilon_m)$. The ratio is $E_x/E_z=is\rho_m$ with $\rho_m=\kappa_m/q$. It again changes sign with the direction, so the superposition gives

$$I\propto(1+\rho_m^2)+(1-\rho_m^2)\cos2qx .$$

From (b), the squared ratio is

$$\rho_m^2=\frac{\kappa_m^2}{q^2}=\frac{-\epsilon_m^2}{\epsilon_m\epsilon_d}=\frac{|\epsilon_m|}{\epsilon_d}>1 .$$

The coefficient of the cosine is now negative, so the maxima lie where the dielectric has its minima. The visibility is the magnitude of the coefficient divided by the mean:

$$\frac{\rho_m^2-1}{\rho_m^2+1}=\frac{|\epsilon_m|-\epsilon_d}{|\epsilon_m|+\epsilon_d}.$$

This equals the visibility in the dielectric. The shift by half a fringe comes from the boundary conditions. The tangential field is continuous, while the normal field is multiplied by $\epsilon_d/\epsilon_m$ on entering the metal, because the normal displacement is continuous. The larger component outside thereby becomes the smaller one inside.

## Second half: the period, the resonance and a silver surface

**Symbols and results carried over.** The metal ($z<0$) has permittivity $\epsilon_m$, the dielectric ($z>0$) has $\epsilon_d$, and the vacuum wavenumber is $k_0=2\pi/\lambda_0$. A bound plasmon has wavenumber $q$ and decay constants $\kappa_d$ and $\kappa_m$. For $\epsilon_m<-\epsilon_d$,

$$q^2=k_0^2\frac{\epsilon_m\epsilon_d}{\epsilon_m+\epsilon_d},\qquad \kappa_d^2=q^2-k_0^2\epsilon_d,\qquad \rho^2=\frac{\kappa_d^2}{q^2}=-\frac{\epsilon_d}{\epsilon_m}.$$

Two equal counterpropagating plasmons give $I\propto(1+\rho^2)+(1-\rho^2)\cos2qx$ in the dielectric, with visibility $V=(1-\rho^2)/(1+\rho^2)=(\epsilon_m+\epsilon_d)/(\epsilon_m-\epsilon_d)$.

### (f) Does a shorter period cost contrast?

*Express $V$ through the fringe period $P$ and the wavelength in the dielectric, $\lambda_d=\lambda_0/\sqrt{\epsilon_d}$. Then find how $P$ and $V$ behave as $\epsilon_m\to-\epsilon_d$. Is a small period in itself the cause of poor contrast?*

Parts (a) to (e) have shown that, without loss, two equal counterpropagating plasmons form fringes of visibility $V=(\epsilon_m+\epsilon_d)/(\epsilon_m-\epsilon_d)$ in the dielectric, at every height. Still to come are the answer to (f), the silver example at 436 nm, the effects of unequal amplitudes, loss and air above a thin resist, and a comparison with a real exposure.
